# Variance of the stochastic trace estimator with random signs

## Two basis functions

Take a real symmetric $2\times2$ matrix with diagonal elements $a$ and $c$ and off-diagonal element $b$. Draw two signs $z_1,z_2=\pm1$ by independent fair coin tosses and form

$$q=z^TAz=a z_1^2+c z_2^2+2b\,z_1z_2=a+c+2b\,z_1z_2 .$$

The squares equal one, so the diagonal enters without noise. The product $z_1z_2$ is $+1$ or $-1$ with equal probability, so $q$ is $a+c+2b$ or $a+c-2b$. Its mean is the trace $a+c$, and its variance is $(2b)^2=4b^2$.

The matrix has two off-diagonal elements, $A_{12}=A_{21}=b$, and the sum of their squares is $2b^2$. The variance is twice that sum. This fixes the counting convention: the sum runs over both triangles of the matrix. If the upper triangle alone is counted, the factor is four.

For an $n\times n$ real symmetric matrix $A$ and mutually independent fair signs $z_1,\dots,z_n$, the claim is

$$\mathrm E[q]=\mathrm{tr}A,\qquad \mathrm{Var}\,q=2\sum_{i\neq j}A_{ij}^2=4\sum_{i<j}A_{ij}^2. \tag{1}$$

Here $\mathrm E$ is the average over the signs. Such estimates are useful when $A$ is too large to store but $Az$ can be computed. The variance then decides how many vectors a given accuracy costs.

## First derivation: products of pairs

Separate the diagonal terms of the quadratic form. Since $z_i^2=1$ and $A_{ij}=A_{ji}$,

$$q-\mathrm{tr}A=\sum_{i\ne j}A_{ij}z_iz_j=2\sum_{i<j}A_{ij}z_iz_j. \tag{2}$$

For $i\neq j$ independence gives $\mathrm E[z_iz_j]=\mathrm E[z_i]\,\mathrm E[z_j]=0$, so the mean of $q$ is $\mathrm{tr}A$. The variance is the mean square of (2):

$$\mathrm{Var}\,q=4\sum_{i<j}\sum_{k<l}A_{ij}A_{kl}\,\mathrm E[z_iz_jz_kz_l].$$

Two pairs $i<j$ and $k<l$ can be related in three ways.

- They coincide. The product is $z_i^2z_j^2=1$, with mean 1.
- They share one index. That sign is squared to 1, and a product of two different signs is left, with mean 0.
- They share no index. The product contains four different signs, and by independence its mean is 0.

Only coinciding pairs survive, and the double sum becomes $4\sum_{i<j}A_{ij}^2$, which is (1).

The same argument with two symmetric matrices gives their covariance, needed below:

$$\mathrm{Cov}(z^TAz,\,z^TBz)=2\sum_{i\ne j}A_{ij}B_{ij}. \tag{3}$$

If $A$ is not symmetric, $z^TAz$ equals $z^T\tfrac12(A+A^T)z$, and (1) applies to the symmetric part. If $A$ is Hermitian, its imaginary part is antisymmetric and cancels for real $z$, so the real part of $A$ takes the place of $A$ in the variance.

## Second derivation: one sign at a time

Now build the matrix up row by row. Let $q_k$ be the quadratic form restricted to the first $k$ indices, and $T_k=\sum_{i\le k}A_{ii}$. Adding index $k$ adds one diagonal term and two equal sets of couplings:

$$q_k=q_{k-1}+A_{kk}+2z_ks_k,\qquad s_k=\sum_{i<k}A_{ik}z_i .$$

Subtract $T_k=T_{k-1}+A_{kk}$ and write $\delta_k=q_k-T_k$. Then $\delta_k=\delta_{k-1}+2z_ks_k$, and squaring gives

$$\mathrm E[\delta_k^2]=\mathrm E[\delta_{k-1}^2]+4\,\mathrm E[\delta_{k-1}s_kz_k]+4\,\mathrm E[z_k^2s_k^2].$$

Both $\delta_{k-1}$ and $s_k$ depend on earlier signs alone. The new sign is independent of them and has mean zero, so the middle term is $4\,\mathrm E[\delta_{k-1}s_k]\,\mathrm E[z_k]=0$. In the last term $z_k^2=1$, and

$$\mathrm E[s_k^2]=\sum_{i,j<k}A_{ik}A_{jk}\,\mathrm E[z_iz_j]=\sum_{i<k}A_{ik}^2,$$

because different signs are uncorrelated. The same step shows that $\delta_k$ keeps mean zero, so $\mathrm E[\delta_k^2]$ is the variance $V_k$ of $q_k$, and

$$V_k=V_{k-1}+4\sum_{i<k}A_{ik}^2 .$$

With one index $q_1=A_{11}$ has no noise, so $V_1=0$. Adding the increments from $k=2$ to $n$ gives $V_n=4\sum_{i<k}A_{ik}^2$, again (1).

This route shows where the noise comes from. A basis function added to a system, with the existing matrix elements held fixed, raises the variance by four times the sum of its squared couplings to the functions already there. A function that couples to nothing adds no noise, whatever its diagonal element.

## What each derivation assumes

The first derivation uses two facts about the signs: products of two different signs and products of four different signs average to zero. The second asks for more. As written, it takes each new sign to have mean zero whatever the earlier signs were. For a variable that takes the values $\pm1$, this means probability one half for each value under every history, which is full independence of the new sign from the past.

Five signs show the difference. Let four be independent and set $z_5=z_1z_2z_3z_4$. The last sign is then determined by the others, and the independence argument of the second derivation no longer applies at $k=5$. Yet any four of the five signs are independent, so the first derivation holds and (1) remains true.

One step weaker, (1) itself fails. Take four signs with $z_4=z_1z_2z_3$. Any three are independent, but $z_1z_2=z_3z_4$, and likewise for the other two ways of splitting four indices into pairs. The noise (2) becomes

$$2\left[(A_{12}+A_{34})z_1z_2+(A_{13}+A_{24})z_1z_3+(A_{14}+A_{23})z_2z_3\right].$$

The three sign products are mutually uncorrelated, so

$$\mathrm{Var}\,q=4\left[(A_{12}+A_{34})^2+(A_{13}+A_{24})^2+(A_{14}+A_{23})^2\right].$$

If all elements equal one, this is $4\times3\times2^2=48$, whereas (1) gives $2\times12=24$. The mean is still right, so an average over many vectors would not reveal the fault, but an error bar from (1) would be too small by $\sqrt2$.

Both derivations also use $z_i^2=1$. Suppose instead that the entries are independent with mean 0, variance 1 and fourth moment $\kappa=\mathrm E[z_i^4]$. The diagonal then contributes noise:

$$q-\mathrm{tr}A=\sum_iA_{ii}(z_i^2-1)+2\sum_{i<j}A_{ij}z_iz_j .$$

A cross term between the two sums contains at least one entry that appears once, to the first power, and independent of the rest; its mean is zero. The second sum contributes $4\sum_{i<j}A_{ij}^2$ as before, since $\mathrm E[z_i^2z_j^2]=1$. In the first sum different indices are uncorrelated, and $\mathrm E[(z_i^2-1)^2]=\kappa-2+1=\kappa-1$. Hence

$$\mathrm{Var}\,q=2\sum_{i\ne j}A_{ij}^2+(\kappa-1)\sum_iA_{ii}^2. \tag{4}$$

Because $\mathrm E[z^4]\ge(\mathrm E[z^2])^2=1$, no choice within this class has a smaller variance than random signs. Gaussian entries have $\kappa=3$ and variance $2\sum_{ij}A_{ij}^2$. That sum is unchanged by a rotation of the basis, whereas (1) depends on the basis: it vanishes when $A$ is diagonal.

## Removing noise with a known trace

Suppose the trace $N$ of a second symmetric matrix $D$ is known. Then $z^T(A-cD)z+cN$ has mean $\mathrm{tr}A$ for every fixed number $c$. With $S_{AB}=\sum_{i\ne j}A_{ij}B_{ij}$, its variance is

$$2\left(S_{AA}-2c\,S_{AD}+c^2S_{DD}\right).$$

Setting the derivative with respect to $c$ to zero gives

$$c=\frac{S_{AD}}{S_{DD}},\qquad \mathrm{Var}_{\min}=2\left(S_{AA}-c^2S_{DD}\right). \tag{5}$$

In electronic structure a natural $D$ is the density matrix, whose trace is the number of electrons. Let $P$ be the projector on the doubly occupied orbitals and $F$ the Kohn–Sham matrix, both in an orthonormal basis. At self-consistency they commute, so $A=2PF$ is symmetric, and its trace is the occupied one-electron energy. With $D=2P$, moving the zero of energy by $u$ changes $A$ by $uD$ and the best $c$ by $u$. The combination $A-cD$ is unchanged, so the shifted estimator does not depend on the zero of energy; the unshifted one does.

## A ring of eight selenium atoms

Selenium forms crown-shaped Se$_8$ rings, and it is a constituent of chalcogenide films studied for threshold switches. One isolated ring was computed with the PBE functional and the LANL2DZ basis and core potential. The bond length of 0.234 nm and the bond angle of 106° are rough inputs. There are $n=64$ basis functions, orthogonalized symmetrically, and $N=48$ valence electrons. The ring axis lies along $z$. The orientation is stated because the variance depends on the basis, but turning the ring changes the shifted $\sigma$ found below by less than 1 %.

The trace of $A$ is $-562.36$ eV (a finer integration grid lowers it by 0.003 eV), and $S_{AA}=9146$ eV$^2$. By (1) the standard deviation for one vector is

$$\sigma=\sqrt{2\times9146}\ \text{eV}=135.2\ \text{eV}.$$

A sample of 40 000 vectors gives 135.0 eV.

The electron count, estimated from $D$, has $\sigma_D=10.71$ electrons, so $S_{DD}=\sigma_D^2/2=57.4$. This is close to the largest value possible. Since $P^2=P$, $\sum_{j\neq i}P_{ij}^2=P_{ii}-P_{ii}^2$, and therefore $\sigma_D^2=8\sum_iP_{ii}(1-P_{ii})$. For a fixed sum $\sum_iP_{ii}=24$ this is greatest when all $P_{ii}=24/64=0.375$, which gives $\sigma_D^2=120$ and $\sigma_D=10.95$.

The best shift is $c=-11.31$ eV. It removes $c^2S_{DD}\approx7.34\times10^3$ eV$^2$ from $S_{AA}$ and leaves 1806 eV$^2$, so

$$\sigma=\sqrt{2\times1806}\ \text{eV}=60.1\ \text{eV}.$$

About 80 % of the variance was noise in the electron count, weighted by a common energy. With the shift, the 40 000 vectors give an energy of $-562.1$ eV with a standard error of $60.1/\sqrt{40\,000}=0.30$ eV, which agrees with the trace.

## How many vectors

The average over $M$ independent vectors has variance $\sigma^2/M$. Allow a standard error of 10 meV per atom, or $t=0.080$ eV per ring. Then

$$M=\frac{\sigma^2}{t^2}=\left(\frac{60.1}{0.080}\right)^2\approx5.64\times10^5 .$$

Without the shift the number is $2.86\times10^6$. Gaussian vectors with the same shift need $7.7\times10^5$, because by (4) they also pay for the diagonal.

For one ring the method is useless: 64 unit vectors give the trace without sampling error. Its advantage lies in size. For $K$ identical rings far apart, $A$ consists of $K$ uncoupled blocks, and (1) gives the variance $K\sigma^2$. At fixed error per atom the allowed error is $Kt$, so

$$M_K=\frac{K\sigma^2}{(Kt)^2}=\frac{\sigma^2}{Kt^2}.$$

Unit vectors taken one by one need $nK$ applications of the matrix. The two costs are equal when $K=\sigma/(t\sqrt n)=60.1/(0.080\times8)\approx94$. That is 752 atoms, with about 6000 applications either way.

This count makes no use of the block structure. If the rings are known to be uncoupled, one vector can hold the same unit vector in every ring, and 64 applications give the whole trace. The break-even size therefore refers to a method that does not exploit locality.

## An error that size does not remove

A trace is linear in the density matrix, and its estimate is unbiased. The Hartree energy is quadratic, and (3) shows what follows. Let $w=Pz$. Since $\mathrm E[zz^T]$ is the unit matrix, $2ww^T$ has mean $2P^2=2P$, the correct density matrix. With real basis functions $\varphi_j$ and $p_i(\mathbf r)=\sum_jP_{ji}\varphi_j(\mathbf r)$, the sampled density is

$$\rho(\mathbf r)=2\sum_{ij}z_iz_j\,p_i(\mathbf r)p_j(\mathbf r),$$

a quadratic form with matrix elements $2p_i(\mathbf r)p_j(\mathbf r)$. By (3) its error $\delta\rho$ has the covariance

$$\mathrm E[\delta\rho(\mathbf r)\,\delta\rho(\mathbf r')]=8\sum_{i\ne j}p_i(\mathbf r)p_j(\mathbf r)\,p_i(\mathbf r')p_j(\mathbf r').$$

Write $(f|g)$ for the Coulomb interaction energy of two electron densities. The Hartree energy is $\tfrac12(\rho|\rho)$. The term linear in $\delta\rho$ averages to zero, and the quadratic term leaves the bias

$$b=\tfrac12\,\mathrm E[(\delta\rho|\delta\rho)]=4\sum_{i\ne j}(p_ip_j|p_ip_j). \tag{6}$$

It is never negative, because the Coulomb self-energy of any charge distribution is not. Averaging the density over $M$ vectors divides its covariance, and hence the bias, by $M$.

For the ring, (6) gives $b=1126$ eV, and direct sampling gives $1143\pm13$ eV, a difference of 1.3 standard errors. With the $5.64\times10^5$ vectors needed for one ring, the bias is 0.25 meV per atom. For $K$ distant rings the errors of different rings are uncorrelated, so the total bias is $Kb/M$ and the bias per atom depends on $M$ alone. At the break-even size it is

$$\frac{1126\ \text{eV}}{6005\times8}\approx23\ \text{meV per atom},$$

more than twice the allowance for the statistical error. To bring this bias to 10 meV per atom takes $M=b/t\approx14\,100$ vectors at any size. If that is required as well, the comparison with unit vectors tips at $14\,076/64\approx220$ rings instead of 94. This count covers the statistical error of the one-electron energy and the bias of the Hartree energy. The Hartree energy also has a statistical error of its own, from the term linear in $\delta\rho$. That term is a quadratic form with the matrix $2PJP$, where $J$ is the Coulomb matrix of the ring's own density, so (1) and (5) apply. Its standard deviation for one vector is about 2540 eV without a shift and 178 eV with the best shift. At 220 rings and 14 076 vectors this is about 180 and 13 meV per atom, both above the allowance. With the shift, this error alone puts the break-even at $178/(0.080\times8)\approx280$ rings.

The bias can be avoided. Two density estimates $\rho_1,\rho_2$ from independent sets of vectors have $\mathrm E[(\rho_1|\rho_2)]=(\mathrm E\rho_1|\mathrm E\rho_2)$, so $\tfrac12(\rho_1|\rho_2)$ is an unbiased Hartree energy. The floor applies when one averaged density enters twice.

## How far the numbers carry over

Adding a $d$ shell to each atom, with a round exponent of 0.35 bohr$^{-2}$, raises $n$ to 104 and lowers the shifted $\sigma$ by 4.6 %, each basis having its own best shift. The number of vectors for one ring falls by about 9 %, since it varies as $\sigma^2$.

Spin–orbit coupling makes the matrix complex Hermitian and requires signs for both spins. Even without the coupling this changes $\sigma$ from 60.1 to 42.5 eV: each spin contributes half the energy, with a quarter of the variance, and the two are sampled independently. The vectors are twice as long. If a coupling with a rough $4p$ constant of 0.2 eV then acts on all $p$ functions alike, $\sigma$ changes by only about 0.01 %, with the shift held fixed.

The PBE orbital gap is 2.54 eV. With the chemical potential at mid-gap, the lowest empty level has an occupation of about $4\times10^{-22}$ at 300 K, so thermal smearing of the occupations is negligible for this ring.

A selenium-based film in a device breaks the assumption of isolated rings. Its atoms belong to coupled rings or chains, often disordered and alloyed with other elements, and they vibrate. None of this was computed, so the figures of 94 and 220 rings should not be read as predictions for a film. Formula (1) does say how to transfer the result: if the environment changes the shifted sum of squared off-diagonal elements per atom by a fraction $x$, the number of vectors at fixed error per atom changes by the same fraction, and the break-even size for the one-electron energy, at fixed $n$ per atom, by the factor $\sqrt{1+x}$.

Also left out are the bias of the exchange–correlation energy, which is nonlinear in the density too, and the feedback of noise when a sampled density is used to build the next Kohn–Sham matrix. The traces here belong to a fixed matrix at the PBE/LANL2DZ level. Their sampling error says nothing about the error of that level against experiment.

## Computed values

```
Random 10x10: enumerated variance = 108.348987
Random 10x10: formula variance = 108.348987
4x4 ones, independent signs: variance = 24.0
4x4 ones, product fixed to +1: variance = 48.0
Se8 bond length (rough input) = 0.234 nm
Se8 bond angle (rough input) = 106 degrees
Basis functions n = 64
Valence electrons N = 48
Occupied one-electron energy tr A = -562.36 eV
Sum of squared off-diagonals of A = 9146.16 eV^2
Sigma per vector, tr A, formula = 135.249 eV
Sigma per vector, tr A, sampled = 135.049 eV
Sigma per vector, electron count = 10.711 electrons
Best shift c = -11.311 eV
Best shift from sample regression = -11.262 eV
Sum of squared off-diagonals, shifted = 1806.176 eV^2
Sigma per vector, shifted, formula = 60.103 eV
Sigma per vector, shifted, sampled = 60.186 eV
Sigma, Gaussian vectors, no shift = 176.821 eV
Sigma, Gaussian vectors, same shift = 70.305 eV
Number of sampled vectors = 40000
Sampled energy, shifted = -562.116 eV
Its standard error = 0.301 eV
Allowed standard error per atom = 10 meV
Allowed standard error per ring t = 0.080 eV
Vectors needed, no shift = 2858175
Vectors needed, shifted = 564430
Vectors needed, Gaussian, same shift = 772311
Break-even number of far-apart rings = 94
Vectors needed at break-even = 6005
Unit vectors for exact trace there = 6016
Hartree energy of valence density = 5678.7 eV
Hartree bias b, one vector, formula = 1126.05 eV
Hartree bias b, one vector, sampled = 1143.29 eV
Standard error of sampled bias = 13.40 eV
Bias per atom, one ring, shifted M = 0.249 meV
Bias per atom at break-even M = 23.44 meV
Vectors for bias of 10 meV per atom = 14076
d exponent (round input) = 0.35 bohr^-2
Basis functions with d shells = 104
Sigma with d shells, own best shift = 57.341 eV
Change of sigma by d shells = -4.6 %
Spin-orbit constant (rough input) = 0.2 eV
Sigma, spinor signs, no spin-orbit = 42.4991 eV
Sigma, spinor signs, spin-orbit = 42.4943 eV
Change by spin-orbit = -0.01 %
PBE orbital gap = 2.54 eV
Temperature = 300 K
Thermal occupation of lowest empty level = 4.4e-22
```
